# The Landau Condition and First-Order Transitions from a Cubic Invariant: test program

```python
"""
Landau condition and first-order transition caused by a cubic invariant.

Result under test, part 1: for an order parameter with representation D(g)
and character chi(g), the number of cubic invariants is the group average of
    [chi(g)^3 + 3 chi(g) chi(g^2) + 2 chi(g^3)] / 6.
Result under test, part 2: the two-component free energy
    f = a (T-T0)/2 (u^2+v^2) - B/3 (u^3-3 u v^2) + C/4 (u^2+v^2)^2
has a first-order transition with
    jump eta_c = 2B/(3C),          Tc = T0 + 2B^2/(9aC),
    latent heat = 2 a B^2 Tc/(9C^2),
    spinodals T0 and T1 = T0 + B^2/(4aC),  barrier B^4/(324 C^3).
u, v: dimensionless order parameter; f, B, C in J/mol; a in J/(mol K).
"""
from functools import reduce
from itertools import combinations_with_replacement, permutations, product

import numpy as np
from scipy import constants
from scipy.optimize import minimize_scalar

rng = np.random.default_rng(7)


# ---------- representations and invariants ----------
def sym_cube_character(D):
    x1, x2, x3 = np.trace(D), np.trace(D @ D), np.trace(D @ D @ D)
    return (x1**3 + 3 * x1 * x2 + 2 * x3) / 6


def tensor_power(D, degree):
    return reduce(np.kron, [D] * degree)


def symmetrizer(dim, degree):
    size = dim**degree
    eye = np.eye(size).reshape((dim,) * degree + (size,))
    perms = list(permutations(range(degree)))
    return sum(eye.transpose(p + (degree,)).reshape(size, size)
               for p in perms) / len(perms)


def count_by_character(matrices):
    return np.mean([sym_cube_character(D) for D in matrices])


def count_by_projection(matrices, degree):
    """Dimension of the space of invariant polynomials of a given degree."""
    average = sum(tensor_power(D, degree) for D in matrices) / len(matrices)
    S = symmetrizer(len(matrices[0]), degree)
    return np.linalg.matrix_rank(S @ average, tol=1e-8)


# The character formula against the trace on symmetric tensors
M = rng.normal(size=(4, 4))
direct_trace = np.trace(symmetrizer(4, 3) @ tensor_power(M, 3))
assert abs(direct_trace - sym_cube_character(M)) < 1e-9

# The 48 operations of O_h as signed permutation matrices
group = [np.diag(s) @ np.eye(3)[list(p)]
         for p in permutations(range(3)) for s in product((1, -1), repeat=3)]
det = [round(np.linalg.det(R)) for R in group]
parity = [round(np.linalg.det(abs(R))) for R in group]
inversion_sign = [d for d in det]   # A1u character: +1 proper, -1 improper
Q = np.array([[-1, -1, 2], [1, -1, 0]]) / np.sqrt([[6], [2]])

gerade = {
    "A1g": [np.eye(1) for R in group],
    "A2g": [p * np.eye(1) for p in parity],
    "Eg": [Q @ abs(R) @ Q.T for R in group],
    "T1g": [d * R for d, R in zip(det, group)],
    "T2g": [p * d * R for p, d, R in zip(parity, det, group)],
}
irreps = dict(gerade)
for name, mats in gerade.items():
    irreps[name[:-1] + "u"] = [s * D for s, D in zip(inversion_sign, mats)]

n3 = {}
for name, mats in irreps.items():
    chi = np.array([np.trace(D) for D in mats])
    assert abs(np.mean(chi**2) - 1) < 1e-10          # irreducible
    n3[name] = count_by_character(mats)
    assert abs(n3[name] - count_by_projection(mats, 3)) < 1e-9
    assert count_by_projection(mats, 2) == 1
    assert count_by_projection(mats, 1) == (1 if name == "A1g" else 0)
table = np.array([[np.trace(D) for D in m] for m in irreps.values()])
assert np.allclose(table @ table.T / 48, np.eye(10))  # all ten are distinct

n4_E = count_by_projection(irreps["Eg"], 4)
n4_T2 = count_by_projection(irreps["T2g"], 4)
assert n4_E == 1 and n4_T2 == 2


def cubic_E(w):
    return w[0]**3 - 3 * w[0] * w[1]**2


point = rng.normal(size=2)
assert all(abs(cubic_E(D @ point) - cubic_E(point)) < 1e-10
           for D in irreps["Eg"])
point3 = rng.normal(size=3)
assert all(abs(np.prod(D @ point3) - np.prod(point3)) < 1e-10
           for D in irreps["T2g"])

# Waves on the fcc lattice (cube edge 1): rotations and translations together
primitive = np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]]) / 2
stars = {
    "X": 2 * np.pi * np.eye(3),
    "L": np.pi * np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]]),
}


def star_representation(star):
    def phases(k):
        return tuple(np.rint(np.cos(primitive @ k)).astype(int))
    labels = [phases(k) for k in star]
    matrices = []
    for R in group:
        image = [labels.index(phases(R @ k)) for k in star]
        for steps in product((0, 1), repeat=3):
            shift = np.array(steps) @ primitive
            D = np.zeros((len(star), len(star)))
            for j, i in enumerate(image):
                D[i, j] = np.rint(np.cos(star[i] @ shift))
            matrices.append(D)
    return matrices


n3_star = {}
for name, star in stars.items():
    mats = star_representation(star)
    assert abs(np.mean([np.trace(D)**2 for D in mats]) - 1) < 1e-10
    n3_star[name] = count_by_character(mats)
    assert abs(n3_star[name] - count_by_projection(mats, 3)) < 1e-9
    closes = any(np.allclose(np.cos(primitive @ sum(t)), 1)
                 for t in combinations_with_replacement(star, 3))
    assert closes == (n3_star[name] > 0.5)

# ---------- directional threshold with an anisotropic quartic term ----------
# f = A/2 r^2 - xyz + r^4/4 - (x^4+y^4+z^4)/8, all dimensionless
theta, phi = np.meshgrid(np.linspace(0, np.pi, 721),
                         np.linspace(0, 2 * np.pi, 1441))
n = np.array([np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
              np.cos(theta)])
b_n = 3 * n[0] * n[1] * n[2]
c_n = 1 - 0.5 * (n**4).sum(axis=0)
A_direction = (2 * b_n**2 / (9 * c_n)).max()
axis = np.linspace(-0.6, 0.6, 120)                    # avoids the origin
x, y, z = np.meshgrid(axis, axis, axis)
r2 = x * x + y * y + z * z
higher_terms = -x * y * z + r2**2 / 4 - (x**4 + y**4 + z**4) / 8
A_brute = (-2 * higher_terms / r2).max()              # largest A with f = 0
assert A_brute > 0 and abs(A_brute / A_direction - 1) < 2e-3


# ---------- two-component free energy ----------
def free_energy(u, v, T, par):
    a, T0, B, C = par
    s = u * u + v * v
    return a * (T - T0) / 2 * s - B / 3 * (u**3 - 3 * u * v * v) + C / 4 * s * s


def formulas(par):
    a, T0, B, C = par
    Tc = T0 + 2 * B**2 / (9 * a * C)
    return dict(eta_c=2 * B / (3 * C), Tc=Tc, T1=T0 + B**2 / (4 * a * C),
                eta_1=B / (2 * C), latent=2 * a * B**2 * Tc / (9 * C**2),
                barrier=B**4 / (324 * C**3))


def ordered_eta(T, par):
    a, T0, B, C = par
    return (B + np.sqrt(B**2 - 4 * a * (T - T0) * C)) / (2 * C)


def hessian(u, v, T, par, h=1e-3):
    def f(p, q):
        return free_energy(u + p * h, v + q * h, T, par)
    uu = (f(1, 0) - 2 * f(0, 0) + f(-1, 0)) / h**2
    vv = (f(0, 1) - 2 * f(0, 0) + f(0, -1)) / h**2
    uv = (f(1, 1) - f(1, -1) - f(-1, 1) + f(-1, -1)) / (4 * h**2)
    return np.array([[uu, uv], [uv, vv]])


def bisect_last_true(condition, low, high, steps=36):
    for _ in range(steps):
        middle = (low + high) / 2
        low, high = (middle, high) if condition(middle) else (low, middle)
    return low


radius = np.linspace(0, 0.5, 2003)[:, None]
angle = np.deg2rad(np.arange(360))[None, :]
grid_u, grid_v = radius * np.cos(angle), radius * np.sin(angle)
line_u = np.linspace(0.01, 0.5, 20011)


def has_ordered_minimum(T, par):
    slope = np.diff(free_energy(line_u, 0.0, T, par))
    return bool(np.any((slope[:-1] < 0) & (slope[1:] > 0)))


def local_minimum(T, par, low, high):
    return minimize_scalar(lambda u: free_energy(u, 0.0, T, par),
                           bounds=(low, high), method="bounded",
                           options={"xatol": 1e-10})


example = (20.0, 300.0, 900.0, 3000.0)
second_set = (7.0, 300.0, 400.0, 1700.0)
numeric = {}
for par in (example, second_set):
    a, T0, B, C = par
    res = formulas(par)
    eta_c, Tc, T1 = res["eta_c"], res["Tc"], res["T1"]

    # Transition: highest T at which some (u, v) lies below the disordered phase
    Tc_num = bisect_last_true(
        lambda T: free_energy(grid_u, grid_v, T, par).min() < -1e-12,
        T0, T0 + 10)
    assert abs(Tc_num - Tc) < 1e-4
    i, j = np.unravel_index(
        free_energy(grid_u, grid_v, Tc_num, par).argmin(), grid_u.shape)
    eta_num = radius[i, 0]
    assert abs(eta_num - eta_c) < 5e-4                # grid spacing 2.5e-4
    assert abs(np.cos(3 * angle[0, j]) - 1) < 1e-9

    # Latent heat from the slope of the minimized free energy
    dT = 0.01
    G_up, G_down = (local_minimum(Tc + s * dT, par, 0.76 * eta_c,
                                  1.6 * eta_c).fun for s in (1, -1))
    latent_num = Tc * (G_up - G_down) / (2 * dT)      # disordered phase: f = 0
    assert abs(latent_num / res["latent"] - 1) < 1e-4

    # Spinodals
    T1_num = bisect_last_true(lambda T: has_ordered_minimum(T, par),
                              Tc, T0 + 10)
    assert abs(T1_num - T1) < 1e-5
    assert np.linalg.eigvalsh(hessian(0, 0, T0 + 0.1, par)).min() > 0
    assert np.linalg.eigvalsh(hessian(0, 0, T0 - 0.1, par)).max() < 0
    for T in (T0 - 2, T0, Tc, T1 - 0.05):
        eta = ordered_eta(T, par)
        found = local_minimum(T, par, 0.85 * eta, 1.3 * eta).x
        assert abs(found - eta) < 1e-6
        H = hessian(eta, 0, T, par)
        assert np.linalg.eigvalsh(H).min() > 0
        assert abs(H[1, 1] - 3 * B * eta) < 0.01      # finite-difference error

    # Negative stationary point below T0: minimum along u, maximum along v
    u_neg = local_minimum(T0 - 2, par, -0.3, 0.0).x
    H_neg = hessian(u_neg, 0, T0 - 2, par)
    assert u_neg < -0.01 and H_neg[0, 0] > 0 and H_neg[1, 1] < 0
    assert abs(H_neg[1, 1] - 3 * B * u_neg) < 0.01

    # Barrier at Tc, a saddle with one falling direction
    top = minimize_scalar(lambda u: -free_energy(u, 0.0, Tc, par),
                          bounds=(0, eta_c), method="bounded",
                          options={"xatol": 1e-10})
    assert abs(-top.fun / res["barrier"] - 1) < 1e-6
    assert abs(top.x - eta_c / 2) < 1e-6
    circle = free_energy(eta_c / 2 * np.cos(angle), eta_c / 2 * np.sin(angle),
                         Tc, par)
    assert circle.min() > res["barrier"] * (1 - 1e-9)
    saddle = np.linalg.eigvalsh(hessian(top.x, 0, Tc, par))
    assert saddle[0] < 0 < saddle[1]

    # Without the cubic term the order parameter grows continuously from zero
    no_cubic = (a, T0, 0.0, C)
    for dT0 in (0.01, 0.04):
        eta = local_minimum(T0 - dT0, no_cubic, 0.0, 0.1).x
        assert abs(eta / np.sqrt(a * dT0 / C) - 1) < 1e-4
    numeric[par] = (Tc_num, eta_num, latent_num, T1_num, u_neg, H_neg)

# ---------- printed results ----------
print("Number of cubic invariants n3, irreps of O_h:")
for name in irreps:
    print(f"  {name}: {n3[name]:.0f}")
print(f"fcc waves, n3: X star {n3_star['X']:.0f}, L star {n3_star['L']:.0f}")
print(f"Quartic invariants: Eg {n4_E}, T2g {n4_T2}")
classes = {"E": (3, 3), "C3": (0, 0), "C2": (-1, 3), "C4": (1, 1),
           "C2'": (-1, 1)}
for name in ("Eg", "T2g"):
    print(f"{name}: class, size, chi(g), chi(g^2), chi(g^3), sym. cube")
    for label, key in classes.items():
        members = [i for i, R in enumerate(group) if det[i] == 1
                   and (round(np.trace(R)), round(np.trace(abs(R)))) == key]
        D = irreps[name][members[0]]
        row = [np.trace(D), np.trace(D @ D), np.trace(D @ D @ D),
               sym_cube_character(D)]
        print(f"  {label:4s}{len(members):3d}",
              *(f"{round(value):4d}" for value in row))
print(f"T2g model, threshold A_c: directions {A_direction:.5f},"
      f" brute force {A_brute:.5f}")

a, T0, B, C = example
res = formulas(example)
Tc_num, eta_num, latent_num, T1_num, u_neg, H_neg = numeric[example]
Tc, T1, eta_c = res["Tc"], res["T1"], res["eta_c"]
H_c = hessian(eta_c, 0, Tc, example)
meV = res["latent"] / (constants.N_A * constants.e) * 1e3
print(f"Input: a = {a:.0f} J/(mol K), T0 = {T0:.0f} K,"
      f" B = {B:.0f} J/mol, C = {C:.0f} J/mol")
print(f"A at transition = {a * (Tc - T0):.2f} J/mol")
print(f"Tc = {Tc:.4f} K (minimization: {Tc_num:.4f} K)")
print(f"Jump eta_c = {eta_c:.4f} (minimization grid: {eta_num:.4f})")
print(f"Entropy jump = {res['latent'] / Tc:.4f} J/(mol K)")
print(f"Latent heat = {res['latent']:.3f} J/mol"
      f" (numerical slope: {latent_num:.3f} J/mol)")
print(f"Latent heat = {meV:.4f} meV per formula unit")
print(f"Lower spinodal T0 = {T0:.4f} K")
print(f"Upper spinodal T1 = {T1:.4f} K (numerical: {T1_num:.4f} K)")
print(f"Ratio (T1-T0)/(Tc-T0) = {(T1_num - T0) / (Tc_num - T0):.4f}")
print(f"Ordered eta at T0 = {ordered_eta(T0, example):.4f},"
      f" at T1 = {res['eta_1']:.4f}")
print(f"Barrier at Tc = {res['barrier']:.4f} J/mol at eta = {eta_c / 2:.4f}")
print(f"Ordered phase at Tc: curvature along u {H_c[0, 0]:.1f} J/mol,"
      f" along v {H_c[1, 1]:.1f} J/mol")
print(f"Negative stationary point at {T0 - 2:.0f} K: u = {u_neg:.4f}")
print(f"  curvature along u {H_neg[0, 0]:.1f} J/mol,"
      f" along v {H_neg[1, 1]:.1f} J/mol")
print("ALL CHECKS PASSED")
```

It prints:

```
Number of cubic invariants n3, irreps of O_h:
  A1g: 1
  A2g: 0
  Eg: 1
  T1g: 0
  T2g: 1
  A1u: 0
  A2u: 0
  Eu: 0
  T1u: 0
  T2u: 0
fcc waves, n3: X star 1, L star 0
Quartic invariants: Eg 1, T2g 2
Eg: class, size, chi(g), chi(g^2), chi(g^3), sym. cube
  E     1    2    2    2    4
  C3    8   -1   -1    2    1
  C2    3    2    2    2    4
  C4    6    0    2    0    0
  C2'   6    0    2    0    0
T2g: class, size, chi(g), chi(g^2), chi(g^3), sym. cube
  E     1    3    3    3   10
  C3    8    0    0    3    1
  C2    3   -1    3   -1   -2
  C4    6   -1   -1   -1    0
  C2'   6    1    3    1    2
T2g model, threshold A_c: directions 0.08889, brute force 0.08889
Input: a = 20 J/(mol K), T0 = 300 K, B = 900 J/mol, C = 3000 J/mol
A at transition = 60.00 J/mol
Tc = 303.0000 K (minimization: 303.0000 K)
Jump eta_c = 0.2000 (minimization grid: 0.2000)
Entropy jump = 0.4000 J/(mol K)
Latent heat = 121.200 J/mol (numerical slope: 121.199 J/mol)
Latent heat = 1.2561 meV per formula unit
Lower spinodal T0 = 300.0000 K
Upper spinodal T1 = 303.3750 K (numerical: 303.3750 K)
Ratio (T1-T0)/(Tc-T0) = 1.1250
Ordered eta at T0 = 0.3000, at T1 = 0.1500
Barrier at Tc = 0.0750 J/mol at eta = 0.1000
Ordered phase at Tc: curvature along u 60.0 J/mol, along v 540.0 J/mol
Negative stationary point at 298 K: u = -0.0393
  curvature along u 44.6 J/mol, along v -106.1 J/mol
ALL CHECKS PASSED
```
